# Infrared selection rules for the stretch line of interstitial H2 in silicon

**Q.** I have hydrogen molecules dissolved in silicon and want to see their stretch vibration in infrared absorption. A free H\(_2\) molecule has no dipole moment at any bond length. Why should there be a line at all?

**A.** Because the silicon around the molecule can become polarized. The molecule sits at the tetrahedral interstitial site, with four silicon neighbours at the corners of a tetrahedron. Its charge distribution polarizes them, and the induced dipole changes when the bond stretches. The light couples to that change.

I shall write \(\boldsymbol\mu\) for the matrix element of the total dipole between the vibrational states \(v=0\) and \(v=1\). It still depends on the bond direction, a unit vector \(\mathbf n\) with components \((n_x,n_y,n_z)\) along the cube axes. The remaining question is what the rotation of the molecule does to \(\boldsymbol\mu(\mathbf n)\).

**Q.** Which rotational states do I have at low temperature?

**A.** Take the molecule as a nearly free rotor with quantum number \(j\). The two protons are identical fermions, so the total wavefunction changes sign when they are exchanged. Exchange turns \(\mathbf n\) into \(-\mathbf n\), which multiplies a rotational state by \((-1)^j\). Even \(j\) therefore goes with the antisymmetric nuclear spin singlet (para-H\(_2\)), and odd \(j\) with the symmetric triplet (ortho-H\(_2\)). The electric dipole does not act on nuclear spin, so light does not convert one kind into the other.

When cold, para molecules are in \(j=0\) and ortho molecules in \(j=1\). The first state is a constant, the other three are proportional to the components of \(\mathbf n\):

\[
|0\rangle=\frac{1}{\sqrt{4\pi}},\qquad |p_a\rangle=\sqrt{\frac{3}{4\pi}}\;n_a,\quad a=x,y,z .
\]

**Q.** Then why is the line from \(j=0\) to \(j=0\) missing?

**A.** Use one twofold axis of the site. A half turn about \(x\) maps the tetrahedron onto itself. It leaves \(|0\rangle\) unchanged, and the stretch is unchanged too, since it involves only the bond length. But it reverses \(\mu_z\). The amplitude must equal its own negative:

\[
\langle 0|\mu_z|0\rangle=-\langle 0|\mu_z|0\rangle=0 .
\]

The same half turn removes \(\mu_y\), and a half turn about \(z\) removes \(\mu_x\). Physically, a molecule in \(j=0\) points equally in all directions, and the average dipole has no direction in which it could point.

This assumes that the cage has its full tetrahedral symmetry \(T_d\) and that its vibrations are in a totally symmetric state before and after the absorption.

**Q.** Why does that argument not remove \(j=1\) to \(j=1\) as well?

**A.** The \(j=1\) states carry signs of their own. Consider \(\langle p_a|\mu_b|p_c\rangle\). Under a half turn about \(z\), every index \(x\) or \(y\) contributes a factor \(-1\), so the number of \(x\) indices plus the number of \(y\) indices must be even. The half turn about \(x\) demands the same for \(y\) and \(z\). The three numbers are thus all even or all odd. They add up to three, so each is one: \(a,b,c\) must all be different.

Six amplitudes survive. The threefold rotations permute \(x,y,z\) cyclically, and the mirror planes interchange two axes, so the six are equal:

\[
\langle p_y|\mu_x|p_z\rangle=\langle p_z|\mu_x|p_y\rangle=\langle p_z|\mu_y|p_x\rangle=\dots=M .
\]

Light polarized along \(x\) turns a \(p_z\) molecule into a \(p_y\) molecule while exciting the stretch. Symmetry does not fix \(M\); it only fails to force it to zero.

**Q.** How does this look in the language of representations?

**A.** In \(T_d\), \(j=0\) belongs to \(A_1\), while \(j=1\) and the dipole both belong to \(T_2\). An amplitude can be nonzero if the product of its three representations contains \(A_1\). The characters of \(T_2\) are 3 for the identity, 0 for the eight threefold rotations, \(-1\) for the three half turns, \(-1\) for the six rotation-reflections and \(+1\) for the six mirrors. For \(j=0\to0\), the number of times \(A_1\) occurs is

\[
\frac{1}{24}\left[3+8(0)+3(-1)+6(-1)+6(1)\right]=0 ,
\]

and for \(j=1\to1\), where the character is cubed, it is

\[
\frac{1}{24}\left[27+8(0)+3(-1)+6(-1)+6(1)\right]=1 .
\]

The result 1 is the single constant \(M\).

**Q.** By that count, \(j=0\to1\) should also be allowed, since \(T_2\times T_2\) contains \(A_1\).

**A.** The site symmetry alone would allow it. The identity of the protons forbids it. Interchanging two equal nuclei gives the same electronic problem, so

\[
\boldsymbol\mu(\mathbf n)=\boldsymbol\mu(-\mathbf n).
\]

An even function cannot connect an even state with an odd one. In HD the molecule turns about its centre of mass, which is not the middle of the bond. Reversing \(\mathbf n\) then moves the charge relative to the cage, the equality is lost, and \(j=0\to1\) is no longer forbidden.

**Q.** Is the tetrahedral shape essential, or would any cubic cage do?

**A.** The lack of an inversion centre is essential. Suppose the molecule were centred in an octahedral cage. Inversion would give \(\boldsymbol\mu(-\mathbf n)=-\boldsymbol\mu(\mathbf n)\), while proton exchange gives \(\boldsymbol\mu(-\mathbf n)=\boldsymbol\mu(\mathbf n)\). Together they require \(\boldsymbol\mu=0\), and \(j=1\to1\) would be dark too.

**Q.** Can you write down a dipole that does what you say?

**A.** It must be even in \(\mathbf n\) and transform as a vector under \(T_d\). The lowest such function is

\[
\mu_x=B\,n_yn_z,\qquad \mu_y=B\,n_zn_x,\qquad \mu_z=B\,n_xn_y ,
\]

with one constant \(B\). To find the amplitudes we need \(\langle n_y^2n_z^2\rangle\) averaged over the sphere. Square \(n_x^2+n_y^2+n_z^2=1\) and average, using \(\langle n_z^4\rangle=1/5\):

\[
1=3\cdot\frac15+6\,\langle n_y^2n_z^2\rangle
\quad\Rightarrow\quad \langle n_y^2n_z^2\rangle=\frac1{15}.
\]

Then

\[
\langle0|\mu_x|0\rangle=B\langle n_yn_z\rangle=0,\qquad
\langle p_y|\mu_x|p_z\rangle=3B\langle n_y^2n_z^2\rangle=\frac B5 .
\]

The factor 3 comes from the normalization of the two \(p\) functions. The next even terms have angular momentum \(l=4\). They do not contribute here, because a product of two \(j=1\) functions contains no angular momentum above 2.

**Q.** How strong is the line in terms of \(B\)?

**A.** Define the strength \(S\) as the squared amplitude, summed over polarizations and final states and averaged over initial states. There are six amplitudes \(B/5\) and three initial states:

\[
S(1\to1)=\frac13\cdot6\cdot\frac{B^2}{25}=\frac{2B^2}{25}=0.08\,B^2 .
\]

**Q.** Is a cold para molecule then invisible in the infrared?

**A.** No. It lacks the line without change of \(j\), but \(\mu_x|0\rangle\) is proportional to \(n_yn_z\), which is a \(j=2\) state. The three polarizations give

\[
S(0\to2)=3B^2\langle n_y^2n_z^2\rangle=\frac{B^2}{5}.
\]

In this model that transition is stronger per molecule than the ortho line. It lies higher by about six rotational constants of the stretched molecule, roughly 40 meV if the molecule rotates as it does when free. How broad it would be in the crystal is outside the model.

Raman scattering is different again. It works through the polarizability, which has an isotropic part that no symmetry operation changes. Symmetry therefore permits \(j=0\to0\) in Raman scattering.

**Q.** Where does \(B\) come from?

**A.** One mechanism can be worked out by hand. H\(_2\) has a quadrupole moment, \(\Theta=\tfrac12\sum q(3s^2-r^2)\), where \(s\) is the coordinate along the bond and \(r\) the distance of the charge \(q\) from the centre. I use Gaussian units, with polarizability as a volume. At position \(\mathbf r\) the potential is

\[
\phi=\frac{\Theta}{2r^5}\left[3(\mathbf n\cdot\mathbf r)^2-r^2\right].
\]

The field is \(\mathbf E=-\nabla\phi\). The gradient of the bracket is \(6(\mathbf n\cdot\mathbf r)\mathbf n-2\mathbf r\), and that of \(r^{-5}\) is \(-5\mathbf r/r^7\). At a neighbour \(\mathbf r=R\mathbf u\), with \(\mathbf u\) a unit vector, this gives

\[
\mathbf E=-\frac{\Theta}{2R^4}\left\{6(\mathbf n\cdot\mathbf u)\mathbf n-2\mathbf u-5\left[3(\mathbf n\cdot\mathbf u)^2-1\right]\mathbf u\right\}
\]
\[
\phantom{\mathbf E}=\frac{3\Theta}{2R^4}\left\{5(\mathbf n\cdot\mathbf u)^2\mathbf u-\mathbf u-2(\mathbf n\cdot\mathbf u)\mathbf n\right\}.
\]

Each neighbour acquires the dipole \(\alpha\mathbf E\). The four directions are \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\), all divided by \(\sqrt3\). They sum to zero, so the last two terms vanish in the total. In the first term, a sum such as \(\sum u_xu_iu_j\) survives only if \(i,j\) are \(y,z\) in either order. Each neighbour has \(u_xu_yu_z=1/(3\sqrt3)\), hence

\[
\sum(\mathbf n\cdot\mathbf u)^2u_x=2n_yn_z\cdot\frac{4}{3\sqrt3}=\frac{8}{3\sqrt3}\,n_yn_z .
\]

Multiplying by \(5\cdot3\alpha\Theta/(2R^4)\), and replacing \(\Theta\) by its matrix element \(\Theta_{01}\) between \(v=0\) and \(v=1\), we find

\[
B=\frac{20}{\sqrt3}\,\frac{\alpha\,\Theta_{01}}{R^4}.
\]

It is the change of the quadrupole on stretching that matters, not its static value.

**Q.** What does this give for silicon?

**A.** I take a rough lattice constant \(a=0.54\) nm and dielectric constant \(\varepsilon=12\). The neighbour distance is \(R=\sqrt3a/4=0.234\) nm. With eight atoms per cubic cell, the Clausius–Mossotti relation gives

\[
\alpha=\frac{3}{4\pi}\,\frac{a^3}{8}\,\frac{\varepsilon-1}{\varepsilon+2}=0.00369\ \text{nm}^3 .
\]

For the molecule I computed the energy and quadrupole of free H\(_2\) at a series of bond lengths, by full configuration interaction in the aug-cc-pVDZ basis, and solved the radial Schrödinger equation numerically. For \(j=1\) this gives \(\Theta_{01}=0.000259\) e nm\(^2\), about a fifth of the mean quadrupole, 0.00127 e nm\(^2\). These values are not converged with the basis: larger bases give 0.000246 and 0.00136 e nm\(^2\), shifts of \(-5\%\) and \(+7\%\), which lower \(B\) below to 0.0035 e nm. With the aug-cc-pVDZ value,

\[
B=11.55\times\frac{0.00369\times0.000259}{(0.2338)^4}\approx0.0037\ \text{e nm}.
\]

The single amplitude is \(B/5\approx0.0007\) e nm. The square root of the total strength is \(\sqrt{0.08}\,B\approx0.0010\) e nm, or 0.05 debye.

**Q.** How far should I trust that?

**A.** Only as a rough scale. Letting the four neighbours polarize one another raises \(B\) by 10%. Adding instead the direct response of all silicon atoms within 1.2 nm lowers it by 7%. Neither number bounds the error, because point dipoles this polarizable and this close together are a poor picture of covalent silicon. If the six next atoms are included and all ten are allowed to polarize one another, the model is already unstable, and it stays so for larger clusters. More is absent as well: the electron clouds of molecule and cage overlap at this distance, and the rest of the crystal screens the dipole. These change \(B\), but not the zero for \(j=0\to0\).

**Q.** The molecule also rattles about the centre of its cage. Off centre, the symmetry is lower. Does the rule survive?

**A.** Yes, if the molecule is in its lowest rattling state. Apply the half turn to the position and direction of the molecule together. The cage is unchanged, so the complete Hamiltonian is unchanged. The para ground state is nondegenerate and still has the symmetry \(A_1\), provided that the coupling is not so strong that another level drops below it. The first argument then applies word for word to the coupled motion.

I tried this on a model with a 50 meV rattling quantum, for which the zero-point displacement is 0.014 nm along each axis. Let \(X,Y,Z\) be the displacements in units of that length. The potential contained, in meV, \(3XYZ\), \(10(n_x^4+n_y^4+n_z^4)\) and \(15(Xn_yn_z+Yn_zn_x+Zn_xn_y)\), with all three terms 10% larger in \(v=1\). The dipole was

\[
\mu_x/B=n_yn_z+0.5X+0.5YZ
\]

and cyclic. These are round numbers chosen to exercise the symmetry, not fitted to silicon. Numerical diagonalization gave zero strength for the para ground state and \(0.044B^2\) for the ortho one. The latter is little more than half of the fixed-centre value \(0.08B^2\). The drop comes from the term \(0.5X\) in the dipole: without it the strength is \(0.092B^2\), and with its sign reversed \(0.16B^2\). So rattling can alter the allowed strength considerably, in either direction.

**Q.** Could I switch the para line on by stressing the crystal?

**A.** It depends on the distortion. One along [001] keeps half turns about all three cube axes, so the para line stays dark. A shear of the [110] type keeps the half turn about \(z\) but removes those about \(x\) and \(y\); a \(z\) dipole is then allowed. A [111] distortion removes all three half turns and allows a dipole along [111].

In the same model I added, with a coefficient of 1 meV, the potentials \(2Z^2-X^2-Y^2\), \(XY\) and \(XY+YZ+ZX\). The para strengths were zero, \(9\times10^{-5}B^2\) and \(2.6\times10^{-4}B^2\). The last is close to three times the second, as expected at leading order when three equal shear terms each produce one dipole component.

**Q.** And an electric field, as in a device?

**A.** A field breaks the symmetry too. In the simplest estimate it induces a dipole \(\alpha_{01}F\), where \(\alpha_{01}\) is the vibrational matrix element of the orientation-averaged polarizability of H\(_2\). The same electronic calculation, repeated with a small field, gives \(\alpha_{01}=0.000109\) nm\(^3\).

Take 0.3 MV/cm, a rough breakdown field of silicon. The Lorentz factor \((\varepsilon+2)/3=14/3\) raises it to a local field of 1.4 MV/cm, or 0.097 e/nm\(^2\). The induced dipole is about \(1.1\times10^{-5}\) e nm. For light polarized along the field, compare its square with one third of the ortho strength:

\[
\frac{(1.1\times10^{-5})^2}{(0.00104)^2/3}\approx3\times10^{-4}.
\]

This is the intensity ratio per molecule from the dipole induced in H\(_2\) alone. The cage adds a larger part. Without stretching, the cage dipole has the same form as before, with \(B\) replaced by \(B_0=B\,\Theta_{00}/\Theta_{01}\approx0.018\) e nm, where \(\Theta_{00}\) is the mean quadrupole. A local field \(F\) along \(z\) adds the energy \(-B_0F\,n_xn_y\), which mixes a little \(j=2\) into \(j=0\). With \(\Delta\approx42\) meV for the spacing of these levels (44 meV in larger bases), and \(B_0F\approx2.5\) meV, first-order mixing in both vibrational states gives the amplitude

\[
\frac{2B\,B_0F}{15\,\Delta}\approx3\times10^{-5}\ \text{e nm}.
\]

The two parts have the same sign. Together they give about \(4\times10^{-5}\) e nm and an intensity ratio of about \(4.5\times10^{-3}\). Diagonalizing in the lowest vibrational and even rotational states raises the cage part to \(3.2\times10^{-5}\) e nm and the ratio to about \(5\times10^{-3}\). This is still a rough estimate: it inherits the uncertainty of \(B\), and it omits the displacement of the molecule by the field and the distortion of the cage.

**Q.** What happens when I warm the sample?

**A.** Para molecules leave \(j=0\), and \(j=2\to2\) is allowed, with \(S=0.057B^2\) for fixed centres. Excited rattling states of symmetry \(T_2\) can also absorb without changing their label. Treating rotation and the 50 meV rattling as independent, the fraction of para molecules outside the ground state is negligible at 10 K, about 1% at 77 K and about 70% at 300 K. The clean distinction between dark para and bright ortho molecules belongs to low temperature.

**Q.** Then will the ortho line persist as I cool?

**A.** That depends on how quickly ortho molecules convert to para. The equilibrium ortho fraction, computed from the free-rotor levels with the spin weights 3 and 1, is 75% at 300 K, about half at 77 K and below \(10^{-6}\) at 10 K. If conversion is slow compared with the experiment, a sample cooled from room temperature keeps nearly three ortho molecules for each para molecule, and the line remains. If the sample is held cold while conversion proceeds, the line fades with the ortho population, although the number of molecules has not changed.

**Q.** Where should I look for it, and what could spoil the comparison with real silicon?

**A.** The free-molecule calculation puts the \(j=1\to1\) transition at about 0.51 eV, or 4100 cm\(^{-1}\) (4150 cm\(^{-1}\) in larger bases), and 0.7 meV below \(j=0\to0\). The shift arises because the stretched molecule has a larger moment of inertia and so a smaller rotational energy. In silicon the stretch lies lower, at roughly 3600 cm\(^{-1}\), so the free value is too high by about 15% of the silicon value. The cage softens the bond, which this calculation leaves out. The lattice constant and dielectric constant used here are typical of silicon; the rattling quantum and its couplings are only illustrative.

The assumption most at risk in a real sample is the perfect site. Stress of the wrong type, or a defect beside the molecule, removes the half turns that make the para line vanish. For the 1 meV shears above, the opened strength is below 1% of the model's ortho strength. That figure is set almost wholly by the illustrative term \(0.5YZ\) in the dipole; doubling its coefficient raises it to about 2%, so it is no estimate for silicon. A molecule bound directly to another defect may be disturbed much more, and for it the tetrahedral rule should not be assumed.
